# The First Stop Band of a Lossless Quarter-Wave Mirror

**Q.** Each interface in a dielectric mirror reflects weakly. You say that enough of them reflect everything over a whole band of frequencies, and that the band has a definite width. What are you assuming?

**A.** Two kinds of layer alternate without end. Their refractive indices $n_H>n_L>0$ are real, so nothing is absorbed, and do not depend on frequency. The layers are non-magnetic, their interfaces are flat, and light travels along the normal. Each layer is a quarter wave thick at a design frequency $\omega_0$, whose vacuum wavelength is $\lambda_0=2\pi c/\omega_0$:

$$n_Hd_H=n_Ld_L=\frac{\lambda_0}{4}.$$

The period is $\Lambda=d_H+d_L$. A stop band is a frequency interval in which no wave travels through the stack without decay. I want its full width divided by $\omega_0$.

**Q.** Why should weak reflections cooperate at $\omega_0$?

**A.** At an interface from high to low index the reflected electric amplitude is $+\rho$ times the incident one, with

$$\rho=\frac{n_H-n_L}{n_H+n_L}.$$

At the next interface, from low to high, it is $-\rho$. The second echo has also crossed a quarter-wave layer twice, which gives a phase $\pi$ and another minus sign. The two echoes are in phase, and so are the later ones. This explains where the band lies. Its width needs the full fields, because the echoes are themselves reflected again.

**Q.** Then start from Maxwell's equations, and keep the signs visible.

**A.** I take the time factor $e^{-i\omega t}$, the $z$ axis along the normal, and $k=\omega/c$. Let $E$ be the electric field along $x$, and let $H=cB$, where $B$ is the magnetic field along $y$. Faraday's law gives $E'=i\omega B$. The Ampère–Maxwell law gives $-B'=-i\omega n^2E/c^2$. Hence

$$E'=ikH,\qquad H'=ikn^2E .$$

Both fields are tangential to the interfaces and therefore continuous there.

Inside one layer, a forward wave of amplitude $a$ and a backward wave of amplitude $b$, both measured at the front face, give

$$E=ae^{inkz}+be^{-inkz},\qquad H=n\left(ae^{inkz}-be^{-inkz}\right).$$

Let $\delta=nkd$ be the phase across the layer. At the back face,

$$ae^{i\delta}=\tfrac12\left(E_b+\frac{H_b}{n}\right),\qquad be^{-i\delta}=\tfrac12\left(E_b-\frac{H_b}{n}\right).$$

I solve for $a$ and $b$ and insert them in the front-face fields $E_f=a+b$ and $H_f=n(a-b)$:

$$\begin{pmatrix}E_f\\H_f\end{pmatrix}=M\begin{pmatrix}E_b\\H_b\end{pmatrix},\qquad M=\begin{pmatrix}\cos\delta&-\dfrac{i}{n}\sin\delta\\-in\sin\delta&\cos\delta\end{pmatrix}.$$

The determinant is $\cos^2\delta-(-i)^2\sin^2\delta=\cos^2\delta+\sin^2\delta=1$.

**Q.** There are two materials. Do you need two phases?

**A.** Not here. The optical thickness $nd$ is the same for both, so

$$\delta=\frac{\omega}{c}\,\frac{\lambda_0}{4}=\frac{\pi}{2}\,\frac{\omega}{\omega_0}.$$

One period has the matrix $P=M_HM_L$. Its diagonal elements are

$$P_{11}=\cos^2\delta-\frac{n_L}{n_H}\sin^2\delta,\qquad P_{22}=\cos^2\delta-\frac{n_H}{n_L}\sin^2\delta .$$

The minus signs come from $(-i)^2=-1$.

**Q.** A matrix for one period is not yet a statement about an infinite stack.

**A.** In a periodic medium we can look for Bloch waves, whose fields are multiplied by $e^{iK\Lambda}$ after one period. Since $P$ takes back fields to front fields, such a wave is an eigenvector of $P$ with eigenvalue $e^{-iK\Lambda}$. The determinant of $P$ is 1, so the other eigenvalue is $e^{iK\Lambda}$. Their sum is the trace:

$$\cos K\Lambda=\tfrac12(P_{11}+P_{22})=\cos^2\delta-\tfrac12\left(\frac{n_H}{n_L}+\frac{n_L}{n_H}\right)\sin^2\delta .$$

Replace $\cos^2\delta$ by $1-\sin^2\delta$. The coefficient of $-\sin^2\delta$ becomes

$$1+\tfrac12\left(\frac{n_H}{n_L}+\frac{n_L}{n_H}\right)=\frac{(n_H+n_L)^2}{2n_Hn_L}=\frac{2}{1-\rho^2},$$

because $1-\rho^2=4n_Hn_L/(n_H+n_L)^2$. Thus $\cos K\Lambda=1-2\sin^2\delta/(1-\rho^2)$. Comparison with $\cos K\Lambda=1-2\sin^2(K\Lambda/2)$ gives

$$\sin^2\frac{K\Lambda}{2}=\frac{\sin^2\delta}{1-\rho^2}.$$

**Q.** Where does propagation stop?

**A.** A real $K$ requires the right side to be at most 1. The stop band is therefore $\sin^2\delta>1-\rho^2$, or

$$|\cos\delta|<\rho .$$

Near the design frequency write $\delta=\pi/2+\eta$. Then $\cos\delta=-\sin\eta$, and the condition is $|\eta|<\arcsin\rho$. Since $\eta=(\pi/2)(\omega-\omega_0)/\omega_0$, the edges are

$$\frac{\omega_\pm}{\omega_0}=1\pm\frac{2}{\pi}\arcsin\rho .$$

Their difference is the required width:

$$W=\frac{\omega_+-\omega_-}{\omega_0}=\frac4\pi\arcsin\frac{n_H-n_L}{n_H+n_L}.$$

**Q.** You have shown that $K$ is not real. Why does that mean reflection, and not loss inside the mirror?

**A.** In the band $\cos K\Lambda<-1$, so $K\Lambda=\pi+i\kappa\Lambda$ with $\kappa>0$ for the decaying wave. The energy flux is proportional to $\mathrm{Re}(E^*H)$, and for real $n$

$$\frac{d}{dz}\mathrm{Re}(E^*H)=\mathrm{Re}\left(-ik|H|^2+ikn^2|E|^2\right)=0 .$$

The flux must stay constant, yet after each period it is multiplied by $e^{-2\kappa\Lambda}<1$. Both can hold only if it is zero. In a half-infinite stack the growing wave is excluded because it is unbounded. No energy flows inward, and all incident energy returns.

**Q.** How deep does the field reach?

**A.** At $\omega_0$ we have $\delta=\pi/2$, and $P$ is diagonal with elements $-n_L/n_H$ and $-n_H/n_L$. Going forward by one period uses $P^{-1}$, so the decaying wave is multiplied by $-n_L/n_H$. Its intensity at corresponding points falls by $(n_L/n_H)^2$ per period. Small contrast means a narrow band and also a deep field, so many pairs are needed.

**Q.** Is the arcsine worth keeping? For similar indices I would use a straight line.

**A.** For small $\rho$, $\arcsin\rho=\rho+\rho^3/6+\dots$. With the mean index $\bar n=(n_H+n_L)/2$, we have $\rho=(n_H-n_L)/(2\bar n)$ and

$$W\simeq\frac{2}{\pi}\,\frac{n_H-n_L}{\bar n}.$$

The leading correction, relative to this estimate, is $\rho^2/6$. For indices 1.70 and 1.42 the line gives 0.1143 and the full formula 0.1144. For 3.50 and 1.45 they give 0.527 and 0.544, so the line is 3 % too low.

The strong-contrast width can also be obtained without layer matrices. Combining the field equations gives $-E''=k^2n^2(z)E$. I expand $E$ in 201 plane waves at $K=\pi/\Lambda$ and diagonalize. The two lowest frequencies differ by $0.54367\,\omega_0$, which agrees with the arcsine formula to all five decimals.

In the opposite limit, $n_H/n_L\to\infty$, $\rho\to1$ and $W\to2$. The band then grows towards the whole interval from zero to $2\omega_0$.

**Q.** Is this the only stop band, or are there others at higher frequencies?

**A.** The condition $|\cos\delta|<\rho$ recurs around each odd multiple of $\pi/2$, hence around $3\omega_0$, $5\omega_0$ and so on. The absolute width stays $W\omega_0$, so the width divided by the band's own centre falls as $W/3$, $W/5$, and so on. Around even multiples of $\omega_0$, $\sin\delta$ is small, $K$ is real, and there is no gap. There each layer is a whole number of half waves thick, and the echoes from its two faces cancel. These statements rely on equal optical thicknesses and constant indices.

**Q.** Give me numbers from lithography.

**A.** Take $\lambda_0=193$ nm, $n_H=1.70$ and $n_L=1.42$. These are rough typical values for a fluoride mirror in deep-ultraviolet lithography. The thicknesses are

$$d_H=\frac{193}{4(1.70)}=28.4\ \text{nm},\qquad d_L=\frac{193}{4(1.42)}=34.0\ \text{nm},$$

and the period is 62.4 nm. The width follows from

$$\rho=\frac{0.28}{3.12}=0.0897,\qquad \arcsin\rho=0.0899,\qquad W=\frac4\pi(0.0899)=0.114 .$$

The edges lie at $0.943\,\omega_0$ and $1.057\,\omega_0$.

**Q.** So the wavelength band is 11.4 % of 193 nm, centred on 193 nm?

**A.** Nearly, but wavelength is inversely proportional to frequency. The edges are $\lambda_0/(1\pm W/2)$, here 182.6 nm and 204.7 nm. The long-wavelength side is wider. Subtraction gives

$$\Delta\lambda=\frac{\lambda_0}{1-W/2}-\frac{\lambda_0}{1+W/2}=\frac{\lambda_0W}{1-W^2/4}=22.2\ \text{nm}.$$

The photon energy at the centre is 6.424 eV, so the same band is $0.1144\times6.424=0.735$ eV wide.

**Q.** Nobody can buy an infinite mirror. What do 20 pairs do?

**A.** Let light arrive from vacuum on a high-index layer, with a substrate of index $n_s=1.56$ behind $N$ pairs. Set the transmitted electric field to 1, so the fields at the substrate are $(1,n_s)$. Multiplication by $P^N$ gives the front fields $E$ and $H$. In vacuum $E=a+b$ and $H=a-b$, so the incident amplitude is $a=(E+H)/2$. The transmitted fraction of the flux is

$$T=\frac{n_s}{|a|^2}=\frac{4n_s}{|E+H|^2}.$$

At $\omega_0$, $E=(-n_L/n_H)^N$ and $H=n_s(-n_H/n_L)^N$. For many pairs $H$ dominates, and

$$T\simeq\frac{4}{n_s}\left(\frac{n_L}{n_H}\right)^{2N}.$$

The intensity factor per period is $(1.42/1.70)^2=0.698$. Without the large-$N$ approximation, 20 pairs transmit $1.9\times10^{-3}$ and 40 pairs $1.4\times10^{-6}$.

**Q.** And is the measured width then $W$?

**A.** Not if you measure between the half-maximum points of the reflectance. For many pairs these points are not even unique: the side lobes next to the band reach 45 % for 20 pairs, but 74 % for 40 and 98 % for 160, so the half level is then crossed many times. The outermost crossings are $0.169\,\omega_0$ apart for 40 pairs and $0.165\,\omega_0$ for 160. For the innermost crossings, which bound the central peak, the layer matrices on a fine frequency grid give $0.137\,\omega_0$ for 20 pairs, $0.122\,\omega_0$ for 40 and $0.115\,\omega_0$ for 160. Relative to $W$, the excess is 19 %, 6.8 % and 0.55 %.

The limit can be understood from the Bloch waves. Just outside the gap there is a frequency with $K\Lambda=\pi-\pi/N$. Both eigenvalues of $P$, raised to the power $N$, then equal the same sign, so $P^N$ is plus or minus the unit matrix. The stack acts as if it were absent, and only the weak reflection of the bare substrate remains. Putting this $K$ into the dispersion relation gives

$$\cos^2\eta=(1-\rho^2)\cos^2\frac{\pi}{2N},$$

$$\sin^2\eta=\rho^2+(1-\rho^2)\sin^2\frac{\pi}{2N}.$$

The reflectance must therefore fall below half before or at this point, which approaches the edge as $1/N^2$. At any fixed frequency inside the gap, $T$ tends to zero as $N$ grows. The width between the innermost half-maximum points is squeezed towards $W$. This holds for an exactly lossless stack whose narrow dips are resolved; it does not hold for the outermost crossings.

**Q.** Real indices change with wavelength, especially in the ultraviolet. Does that matter over 22 nm?

**A.** It is the largest correction to the infinite-stack width that I have calculated for this example. The two phases now differ, so we return to the trace:

$$\cos K\Lambda=\cos\delta_H\cos\delta_L-\frac{1+\rho^2}{1-\rho^2}\sin\delta_H\sin\delta_L .$$

The fraction is the earlier $\frac12(n_H/n_L+n_L/n_H)$. Set the left side to $-1$, multiply by $1-\rho^2$, and use the sum and difference formulas for cosines:

$$1+\cos(\delta_H+\delta_L)=\rho^2\left[1+\cos(\delta_H-\delta_L)\right].$$

With $1+\cos u=2\cos^2(u/2)$, the edges satisfy

$$\left|\cos\frac{\delta_H+\delta_L}{2}\right|=\rho\left|\cos\frac{\delta_H-\delta_L}{2}\right|.$$

Near $\omega_0$ the phase difference is small and the last cosine is close to 1. The mean phase sets the edges. For each layer $\delta_j\propto\omega n_j(\omega)$, so its phase changes faster than before by the factor $1+g_j$, where

$$g_j=\frac{d\ln n_j}{d\ln\omega}=-\frac{\lambda_0}{n_j}\frac{dn_j}{d\lambda}.$$

The mean phase crosses the gap faster by $1+g$, with $g$ the mean of $g_H$ and $g_L$. The change of $\rho$ with frequency moves both edges the same way at leading order, so it drops out of the width:

$$W_{\rm disp}\simeq\frac{W}{1+g}.$$

With rough slopes of $-0.0015$ per nm for the high index and $-0.0008$ per nm for the low one,

$$g=\frac{193}{2}\left(\frac{0.0015}{1.70}+\frac{0.0008}{1.42}\right)=0.14 ,$$

and the estimate is $0.1144/1.14=0.100$. Solving for the edges numerically, with indices linear in wavelength, also gives 0.100. The frequency width shrinks by 12 %. In wavelength the band narrows from 22.2 nm to 19.4 nm.

**Q.** What if the coating machine misses the thicknesses?

**A.** Suppose the high-index layers are 5 % too thick and the low-index layers 5 % too thin. The mean phase is unchanged. At the centre, half the phase difference is $0.05\,\pi/2$, and its cosine is about $1-\frac12(0.05\,\pi/2)^2$. The width falls by 0.3 %. If both layers are too thick by the same 5 %, every frequency is divided by 1.05: the centre and the absolute frequency width both fall by 4.8 %, and their ratio is unchanged. Random errors are not covered by this periodic calculation.

**Q.** And a beam that is not quite normal?

**A.** Let $\theta_j$ be the angle inside layer $j$. The phase acquires a factor $\cos\theta_j$. In the off-diagonal matrix elements, $n_j$ becomes $n_j\cos\theta_j$ for electric field perpendicular to the plane of incidence (s), and $n_j/\cos\theta_j$ for field in that plane (p). The smaller phases move the band to higher frequency. Since the ray is steeper in the high-index layer, $\cos\theta_H>\cos\theta_L$: the effective contrast rises for s and falls for p.

At 10 degrees in vacuum, with constant indices, the numerical edges give a centre shift of $+0.6$ % in both cases. The absolute frequency width changes by $+1.9$ % for s and $-0.6$ % for p, relative to normal incidence. Divided by the shifted centre, the changes are $+1.3$ % and $-1.3$ %.

**Q.** You promised total reflection, but every coating absorbs something.

**A.** Then the proof of zero flux fails, and so does the sharp division between real and complex $K$. Replace $n$ by $n+i\kappa_{\rm e}$, where $\kappa_{\rm e}$ is the extinction coefficient. For rough values of $5\times10^{-4}$ in the high-index layers and $2\times10^{-4}$ in the low-index ones, the matrices give a peak reflectance of 99.3 % with 20 pairs and 99.5 % with 160. The remaining half per cent cannot be removed by adding pairs to this design.

With 160 pairs, absorption increases the innermost half-maximum width from $0.115\,\omega_0$ to $0.118\,\omega_0$, and this value is not yet the limit. It is $0.119\,\omega_0$ for 320 pairs, $0.122\,\omega_0$ for 640 and $0.123\,\omega_0$ for the half-infinite stack, about $1.08\,W$. In that limit the fringes are damped out and the reflectance crosses the half level only twice, outside the gap. Extinction coefficients a thousand times smaller still give $1.07\,W$, so with absorption the half-maximum width of a very long stack does not tend to $W$.

**Q.** Modern lithography also uses 13.5 nm light. Does your formula survive there?

**A.** Only as a guide. Take rough indices 1.00 and 0.92, with extinction coefficients 0.002 and 0.006, and a substrate of index 1.00. The lossless infinite stack has $W=0.053$, or 0.72 nm. With 40 pairs the peak reflectance is 99.5 % without absorption and 73 % with it. Going to 200 pairs raises the absorbing value by less than half a percentage point. The half-maximum width of the absorbing stack is 0.80 nm for 40 pairs and 0.77 nm for 200.

**Q.** How do these models compare with actual mirrors?

**A.** In the 193 nm case the indices and slopes are rough, and they depend on how the films are deposited. Among the omissions sized here, dispersion moves the infinite-stack width most, by 12 %; a finite 20-pair stack moves the half-maximum width by 19 % the other way. Scattering from rough interfaces is left out. At 13.5 nm, real molybdenum–silicon mirrors reach very roughly 70 % peak reflectance with a width of very roughly 0.5 nm. The absorbing model is near the first figure but clearly too wide. Real mirrors are not quarter-wave stacks: molybdenum takes roughly 0.4 of the period, against 0.52 in the model. With that share the 40-pair width falls only to about 0.75 nm. The model also omits dispersion, roughness and mixing at the interfaces, and I have not calculated whether these account for the rest. The arcsine law gives the gap of the ideal stack; the width of a particular mirror needs its measured indices, layer profile and number of pairs.
